# Frozen-Field Monte Carlo: Plasma Growth and the Stable Time Step

In a self-consistent Monte Carlo simulation, carriers move in a field obtained from Poisson's equation. The equation is solved at the times $t_n=n\Delta t$, and between solves the field is held fixed while each carrier follows its equation of motion without further error. This problem asks what the held field does to plasma oscillations.

**Model.** Electrons of charge $-e$, mass $m$ and mean density $n$ move in a medium of permittivity $\varepsilon$ with a uniform neutralizing background. Displacements are small and directed along $x$. The plasma frequency is $\omega_p$, with $\omega_p^2=ne^2/(\varepsilon m)$, and $w=\omega_p\Delta t$. Growth and damping rates refer to amplitudes. SI units are used in formulas.

## (a) Cold electrons without scattering

**Find the map that carries displacement and velocity across one step, and decide for which $\Delta t$ the oscillation grows.**

*Solution.* Let the electrons that started near $x$ be displaced by $\xi(x,t)$. To first order their density is $n_e=n(1-\partial\xi/\partial x)$. Gauss's law gives

$$\frac{\partial E}{\partial x}=\frac{e}{\varepsilon}(n-n_e)=\frac{en}{\varepsilon}\frac{\partial \xi}{\partial x},\qquad E=\frac{en\xi}{\varepsilon}.$$

The integration constant vanishes for a wave with no mean field and no mean displacement. The acceleration is

$$a=-\frac{eE}{m}=-\omega_p^2\xi .$$

With a continuously updated field this is an undamped oscillator. Here $a$ keeps its value $-\omega_p^2\xi_n$ throughout the step. An electron does move through the frozen field map, but for cold electrons the resulting change of $a$ is a product of two small quantities and drops out of the linear problem.

Uniform acceleration over $\Delta t$ gives

$$\xi_{n+1}=\xi_n+v_n\Delta t-\tfrac12\omega_p^2\Delta t^2\,\xi_n,\qquad v_{n+1}=v_n-\omega_p^2\Delta t\,\xi_n .$$

In the variables $(\xi,\,v\Delta t)$ the matrix of this map is

$$M=\begin{pmatrix}1-w^2/2&1\\-w^2&1\end{pmatrix},$$

$$D=\det M=1-\frac{w^2}{2}+w^2=1+\frac{w^2}{2},\qquad T=\operatorname{tr}M=2-\frac{w^2}{2}.$$

The amplification factors solve $\lambda^2-T\lambda+D=0$, whose discriminant is

$$T^2-4D=4-2w^2+\frac{w^4}{4}-4-2w^2=\frac{w^2}{4}(w^2-16).$$

For $0<w<4$ the roots are complex conjugates, so $|\lambda|^2=D$:

$$|\lambda|^2=1+\tfrac12(\omega_p\Delta t)^2>1 .$$

For $w\ge4$ the roots are real and their product exceeds 1, so at least one has modulus above 1. The cold plasma mode therefore grows for every $\Delta t>0$. For small steps the growth rate is

$$\gamma=\frac{\ln|\lambda|}{\Delta t}=\frac{\ln(1+w^2/2)}{2\Delta t}\simeq\frac{\omega_p^2\Delta t}{4}.$$

A smaller step slows the growth but does not remove it.

## (b) The cause of the growth

**Each flight is integrated without error. What feeds energy into the oscillation?**

*Solution.* The force in use at a given moment was computed between 0 and $\Delta t$ earlier, so its mean age is $\Delta t/2$. Replace the held force by one with this constant delay:

$$\ddot\xi(t)=-\omega_p^2\,\xi(t-\Delta t/2).$$

The trial solution $e^{pt}$ requires $p^2=-\omega_p^2e^{-p\Delta t/2}$. Put $p=i\omega_p+\delta$ and keep first order in $\delta$ and $\Delta t$:

$$-\omega_p^2+2i\omega_p\delta=-\omega_p^2+\frac{i\omega_p^3\Delta t}{2}\quad\Longrightarrow\quad\delta=\frac{\omega_p^2\Delta t}{4}.$$

This is the leading growth rate of part (a). A restoring force that lags the displacement has a component along the velocity, and that component does positive work over a cycle.

Centring the force removes the lag. In the leapfrog scheme, velocities live at half steps:

$$v_{n+1/2}=v_{n-1/2}-\omega_p^2\Delta t\,\xi_n,\qquad \xi_{n+1}=\xi_n+v_{n+1/2}\Delta t .$$

The force from $t_n$ now represents the interval from $t_n-\Delta t/2$ to $t_n+\Delta t/2$, with mean age zero. Substituting the first equation into the second gives a matrix with diagonal entries $1-w^2$ and $1$, and off-diagonal entries $1$ and $-w^2$. Its determinant is $1-w^2+w^2=1$ and its trace is $2-w^2$. For $0<w<2$ the roots are complex with modulus 1, so the mode neither grows nor decays. The growth in (a) belongs to the particular way the held force is applied.

## (c) Damping by scattering

**Let carriers scatter elastically and isotropically at a constant rate $\nu$ during the flights. Derive the small-step stability bound.**

*Solution.* An isotropic collision leaves zero velocity on average, so collisions remove mean velocity at the rate $\nu v$. From here on $\xi$ and $v$ are ensemble means. Parts (c) and (d) treat long waves, $kv_T\ll\omega_p$ with $v_T$ the thermal speed, for which pressure and the motion of carriers through the frozen field map drop out; at finite wavelength the limits shift. Within a step,

$$\dot v=a-\nu v,\qquad a=-\omega_p^2\xi_n .$$

The solution, with $t$ measured from the start of the step, is $v(t)=v_ne^{-\nu t}+a(1-e^{-\nu t})/\nu$. Define

$$s=\nu\Delta t,\quad \eta=e^{-s},\quad A=\frac{1-\eta}{\nu},\quad B=\int_0^{\Delta t}\frac{1-e^{-\nu t}}{\nu}\,dt=\frac{\Delta t-A}{\nu}.$$

Evaluating $v$ at the end of the step, and integrating it once for the displacement, gives

$$\xi_{n+1}=(1-\omega_p^2B)\xi_n+Av_n,\qquad v_{n+1}=-\omega_p^2A\,\xi_n+\eta v_n .$$

The determinant is $D=\eta+\omega_p^2(A^2-\eta B)$. The bracket simplifies as

$$\nu^2(A^2-\eta B)=(1-\eta)^2-\eta(s-1+\eta)=1-\eta-s\eta ,$$

so that

$$D=e^{-s}+\frac{\omega_p^2}{\nu^2}\left[1-(1+s)e^{-s}\right].$$

For small $s$ the square bracket is $s^2/2-s^3/3+\dots$, and $\omega_p^2s^2/\nu^2=w^2$. Near the balance of growth and damping, $s$ is of order $w^2$. To that order

$$\ln D\simeq-\nu\Delta t+\tfrac12\omega_p^2\Delta t^2 .$$

For weak damping the roots are complex and $|\lambda|=\sqrt D$. The amplitude rate is therefore

$$\gamma\simeq\frac{\omega_p^2\Delta t}{4}-\frac{\nu}{2},$$

and decay requires

$$\boxed{\Delta t<\frac{2\nu}{\omega_p^2}}$$

With the mobility $\mu=e/(m\nu)$,

$$\frac{\nu}{\omega_p^2}=\frac{e}{m\mu}\,\frac{\varepsilon m}{ne^2}=\frac{\varepsilon}{en\mu}=\tau_d .$$

The bound is twice the dielectric relaxation time $\tau_d$. At fixed mobility the mass cancels.

An ensemble of 100,000 particles with random collisions tests the averaged map. At $\nu=0.5\,\omega_p$ the simple bound is $w=1$. For $w=0.5$ the sampled $|\lambda|^2$ is 0.884, against 0.885 from the map. For $w=1.6$ the values are 1.215 and 1.214. The mode decays in the first case and grows in the second.

## (d) Damping of any strength

**The derivation in (c) assumed $\nu\ll\omega_p$. Find the full stability condition of the map, and decide whether $2\nu/\omega_p^2$ remains a safe step.**

*Solution.* Both roots of $P(\lambda)=\lambda^2-T\lambda+D$ lie inside the unit circle when $D<1$, $P(1)>0$ and $P(-1)>0$. A complex pair has modulus $\sqrt D$. For real roots, the signs of $P(\pm1)$ exclude a single root beyond either end of $(-1,1)$ and a pair straddling the interval, while $D<1$ excludes two roots beyond the same end.

Here $T=1+\eta-\omega_p^2B$. First,

$$P(1)=1-T+D=\omega_p^2\left[B(1-\eta)+A^2\right]>0,$$

which always holds. Next, $D<1$ means $(\omega_p^2/\nu^2)(1-\eta-s\eta)<1-\eta$. Dividing by $(1-\eta)\,\omega_p^2/\nu^2$ and using $\eta/(1-\eta)=1/(e^s-1)$ gives the spiral condition

$$\frac{s}{e^s-1}>1-\frac{\nu^2}{\omega_p^2}.$$

Finally, $P(-1)=2(1+\eta)-\omega_p^2[B(1+\eta)-A^2]$, where

$$\nu^2[B(1+\eta)-A^2]=(s-1+\eta)(1+\eta)-(1-\eta)^2=s(1+\eta)-2(1-\eta).$$

Since $(1-\eta)/(1+\eta)=\tanh(s/2)$, the requirement $P(-1)>0$ becomes the sign-flip condition

$$s-2\tanh\frac s2<\frac{2\nu^2}{\omega_p^2}.$$

The left side of the spiral condition falls with $s$, because its derivative has the sign of $e^s-1-se^s<0$. The left side of the flip condition rises, with derivative $\tanh^2(s/2)$. The stable steps therefore form a single interval $0<\Delta t<\Delta t_{\max}$.

Now insert the simple bound, $s_0=2\nu^2/\omega_p^2$. The flip condition holds because $\tanh(s_0/2)>0$. The spiral condition becomes

$$\frac{s_0}{e^{s_0}-1}+\frac{s_0}{2}=\frac{s_0}{2}\coth\frac{s_0}{2}>1,$$

which is true because $\tanh y<y$ for $y>0$. So $\Delta t=2\nu/\omega_p^2$ is stable for every $\nu>0$ in this model.

*Weak damping.* The expansion $s/(e^s-1)=1-s/2+s^2/12-\dots$ turns the spiral limit into $s/2-s^2/12=\nu^2/\omega_p^2$. Solving by iteration,

$$\Delta t_{\max}\simeq\frac{2\nu}{\omega_p^2}\left(1+\frac{\nu^2}{3\omega_p^2}\right).$$

*Strong damping.* For $\nu\gg\omega_p$ the flip condition governs and $\tanh(s/2)\to1$. Then $s\simeq2+2\nu^2/\omega_p^2$, or

$$\Delta t_{\max}\simeq\frac{2\nu}{\omega_p^2}+\frac2\nu .$$

The leading term is again $2\tau_d$, for a different reason. The charge now relaxes as $\dot\xi=-\xi/\tau_d$, and a held field multiplies $\xi$ by about $1-\Delta t/\tau_d$ per step. Beyond $2\tau_d$ each step overshoots equilibrium by more than the original displacement.

The step limits set by the spiral and sign-flip conditions coincide at $\nu=0.953\,\omega_p$ and $\nu\Delta t=3.72$. There $\Delta t_{\max}$ is $3.72/(2\times0.953^2)\approx2.05$ times the simple bound.

## (e) Warm electrons at finite wavelength

**Does growth at every nonzero step survive thermal motion? Take a Maxwellian without collisions.**

*Solution.* Let $N(t)$ be the relative density perturbation at wavenumber $k$, and $a_k$ the amplitude of the acceleration. Gauss's law gives $ik\,a_k=\omega_p^2N$. A kick at time $t'$ displaces electrons of velocity $v$ by $(t-t')$ times the kick at time $t$. They received it at $x-v(t-t')$, which adds the phase $e^{-ikv(t-t')}$. The density change is minus the gradient of displacement. Averaging the phase over the Maxwellian, with $v_T^2=k_BT/m$, gives

$$N(t)=-\omega_p^2\int_0^t(t-t')\,e^{-k^2v_T^2(t-t')^2/2}\,N_{\rm held}(t')\,dt' ,$$

apart from the initial perturbation, which phase-mixes away. $N_{\rm held}$ is the value at the last Poisson solve. Let $\lambda_D=v_T/\omega_p$ be the Debye length and $\kappa=k\lambda_Dw$. Integrating over each step and setting $N(t_n)\propto\lambda^n$ gives, for growing modes,

$$1+\sum_{j=1}^{\infty}K_j\lambda^{-j}=0,\qquad K_j=\frac{e^{-\kappa^2(j-1)^2/2}-e^{-\kappa^2j^2/2}}{(k\lambda_D)^2}.$$

All $K_j$ are positive, and their sum telescopes to $(k\lambda_D)^{-2}$. If $|\lambda|>1$, then $|\sum K_j\lambda^{-j}|<(k\lambda_D)^{-2}$. For $k\lambda_D\ge1$ this is below 1 and the equation cannot hold, so such waves do not grow at any step.

At smaller $k\lambda_D$, Landau damping competes with the numerical growth. As $\Delta t\to0$ at fixed $k$, the growth vanishes while the Landau damping stays finite, so a sufficiently small step is stable. The statement in (a) thus belongs to the cold or long-wavelength limit.

Particles moving through a frozen field map test this at $w=0.4$. Cold particles give $|\lambda|=1.0392=\sqrt{1.08}$. Thermal particles at $k\lambda_D=0.35$ give 1.0231, the value also obtained from the relation above.

## (f) A transistor channel

**Find the permitted step for $n=10^{17}\ \mathrm{cm^{-3}}$, $m=0.07$ electron masses, relative permittivity 13, $\mu=4000\ \mathrm{cm^2/Vs}$ and 300 K. What happens at steps of 10, 30 and 50 fs?**

*Solution.* The relaxation rate is

$$\nu=\frac{e}{m\mu}=\frac{1.602\times10^{-19}}{0.07\times9.109\times10^{-31}\times0.4}\ \mathrm{s^{-1}}=6.28\ \mathrm{ps^{-1}} .$$

The plasma frequency is $\omega_p=18.70\ \mathrm{rad/ps}$, so $\nu/\omega_p=0.336$. The simple bound is

$$\frac{2\nu}{\omega_p^2}=\frac{2\times6.28}{18.70^2}\ \mathrm{ps}=35.9\ \mathrm{fs}.$$

The first correction raises it to $35.9\,(1+0.336^2/3)=37.3$ fs, and the full condition gives 37.4 fs.

| Step (fs) | Rate from map (1/ps) | Small-step rate (1/ps) | Amplitude factor over 5 ps |
|---|---|---|---|
| 10 | −2.26 | −2.27 | $1.3\times10^{-5}$ |
| 30 | −0.56 | −0.52 | 0.062 |
| 50 | +0.83 | +1.23 | 62 |

At 50 fs, $w=0.935$ is no longer small, and the leading-order rate is about 50% above that of the map. The factors describe the linear mean response. In a finite ensemble, random scattering keeps exciting the mode.

**Comparison with real devices.** The parameters are round values, roughly typical of an n-type channel in a high-mobility compound-semiconductor field-effect transistor. The constant scattering rate is an assumption whose effect can be estimated for carriers near equilibrium. Let $\nu$ depend on carrier energy $\mathcal E$, with elastic scattering and the mobility held at 4000 cm²/Vs. The bound becomes 42 fs for $\nu\propto\mathcal E^{1/2}$ (acoustic-phonon-like) and 62 fs for $\nu\propto\mathcal E^{-3/2}$ (impurity-like). In both cases 35.9 fs remains on the safe side for long waves in a plasma without drift. A channel with strong drift can need a margin below this value. For waves running with the carriers, drift raises the frequency in the fixed frame, so the held force lags by a larger phase and waves of finite length can grow even at 35.9 fs once the drift velocity becomes comparable to the thermal speed $\sqrt{k_BT/m}$. Inelastic optical-phonon scattering, important in polar semiconductors at room temperature, is not covered by these two estimates.

Carrier heating can act more strongly. If it lowers the mobility to 1000 cm²/Vs at unchanged density and mass, the simple bound is 144 fs and the full one 223 fs. Both values assume a fixed scattering rate. In a drifting, heated plasma the rate also responds to energy perturbations, and drift and thermal motion affect waves of finite length. These effects can lower the full bound, so 223 fs is an estimate and not a safe limit. A heavily doped contact acts the other way: with $10^{18}\ \mathrm{cm^{-3}}$ and 2500 cm²/Vs the full bound is 5.8 fs if Poisson's equation keeps the relative permittivity 13. A smaller permittivity lowers this bound nearly in proportion. If the uniform-plasma result is applied region by region, the region with the smallest bound sets the common step.

For the channel without drift, the following estimates give smaller corrections:

- A nonparabolicity of 0.6 eV⁻¹ raises the mass by 7.7% but, at fixed mobility, changes the bound only from 37.4 to 37.3 fs.
- Lattice dispersion, estimated with a high-frequency permittivity of 11 and a 33 meV phonon, raises the relative permittivity at $\omega_p$ to 13.3. Using this constant value in Poisson's equation would raise the leading bound by about 2.5%. The estimate does not cover a simulation that follows the lattice polarization in time: it has a second, faster coupled mode with its own, shorter step limit.
- Degeneracy raises the mean carrier energy by 3.8%, which leaves the long-wavelength bound at fixed mobility unchanged if the scattering rate is constant.
- The plasmon quantum is 12.3 meV against $k_BT=25.9$ meV, so the mean thermal energy of the quantum oscillator, zero-point energy included, is only about 2% above the classical value $k_BT$. The bound itself concerns the classical algorithm.

Device size also matters. The Debye length is 13.6 nm. At a 50 fs step without collisions, a 500 nm wave grows at 3.58 ps⁻¹, close to the cold value of 3.63 ps⁻¹. At the same step, Landau damping stops the growth at wavelengths below about 154 nm. This estimate is for a uniform bulk plasma; contacts and gates alter the modes of a short channel. The numerical output lists the main values used here.

## Numbers as computed

```
Monte Carlo test, nu/wp = 0.5; simple bound wp*dt = 1.0
  wp*dt=0.5: |lambda|^2 sampled 0.884, map 0.885
  wp*dt=1.6: |lambda|^2 sampled 1.215, map 1.214
Particles, wp*dt=0.4, cold: |lambda| = 1.03923
  thermal, k*Debye=0.35: 1.02307, relation 1.02308
Spiral/flip crossover: nu/wp = 0.9527, nu*dt = 3.7208
Density 1.0e+17 cm^-3, mass 0.07 m_e, eps_r 13.0
Mobility 4000 cm2/Vs, temperature 300 K
Plasma frequency wp = 18.701 rad/ps
Relaxation rate nu = 6.282 1/ps; nu/wp = 0.3359
Dielectric relaxation time = 17.96 fs
Simple step bound = 35.92 fs
Bound with first correction = 37.27 fs
Exact step bound = 37.38 fs
dt=10 fs: wp*dt=0.187, |lambda|=0.97770
  rate -2.256, small-step -2.266, no scattering 0.867 1/ps
  amplitude factor over 5 ps = 1.26e-05
dt=30 fs: wp*dt=0.561, |lambda|=0.98346
  rate -0.556, small-step -0.518, no scattering 2.436 1/ps
  amplitude factor over 5 ps = 0.062
dt=50 fs: wp*dt=0.935, |lambda|=1.04213
  rate 0.825, small-step 1.231, no scattering 3.627 1/ps
  amplitude factor over 5 ps = 62
Contact 1e+18 cm^-3, 2500 cm2/Vs: exact bound 5.80 fs
Neglected effects:
  acoustic-like, nu~E^0.5: bound 42.1 fs
  impurity-like, nu~E^-1.5: bound 61.9 fs
  Debye length 13.63 nm; 500 nm wave: k*Debye 0.171
  its collisionless growth at 50 fs: 3.577 1/ps
  Landau damping stops growth at 50 fs below wavelength 154 nm (k*Debye 0.558)
  degeneracy: n/Nc 0.215, mean energy +3.8 %
  nonparabolicity 0.6 1/eV: mass +7.7 %, bound 37.27 fs
  lattice (eps_high 11.0, phonon 33.0 meV): eps_r at wp 13.32
  plasmon quantum 12.31 meV, kT 25.85 meV
  heated carriers, mobility 1000 cm2/Vs: simple 144 fs, exact 223 fs
```
